\section*{A First-Order Saddle Connects at Most Two Polar Variants, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: two descending paths, and no more}

\subsection{The decision that depends on the result}

Suppose that a calculation on a ferroelectric has found a transition state between two polar variants, with polarization along $+x$ and $+y$. A third variant, along $+z$, is equivalent to them by symmetry. One must decide whether the same stationary structure can also serve as the transition state for $x\to z$ and $y\to z$, or whether further saddles have to be found. A related decision arises when structures displaced slightly from a supposed transition state relax into three different variants: is the structure a first-order saddle at all?

Both questions turn on how many steepest-descent paths leave a stationary point with one unstable direction. The answer is two. Each ends at no more than one minimum, so three variants cannot all be joined to such a point by steepest descent. The word ``path'' matters here: a thermal trajectory, or a descent started slightly to one side, is a different object; the second half shows what a displaced descent can do and estimates the role of temperature.

\subsection{Assumptions and definitions}

Let $E(x)$ be the energy as a function of $n$ real coordinates, which may include atomic positions and cell strains. Rigid translations cost no energy and would give zero eigenvalues, so they are removed, for instance by fixing the centre of mass. For a free cluster or molecule, rigid rotations give further zero eigenvalues, and the theorem as stated below does not cover that case. I assume that $E$ has continuous second derivatives. This can fail where two electronic states cross and the lower surface has a cusp.

A point $s$ is a \emph{nondegenerate first-order saddle} if $\nabla E(s)=0$ and the Hessian $H=\nabla\nabla E(s)$ has one negative eigenvalue and no zero eigenvalue. The number of negative eigenvalues is called the index.

Steepest descent needs a measure of distance. Let $G$ be a constant, symmetric, positive definite matrix; the identity and the matrix of atomic masses are two choices. The descent equation is
\begin{equation}
 G\,\dot x=-\nabla E(x). \label{eq:descent}
\end{equation}
The parameter $t$ labels points on the path and is not physical time. Along a solution,
\begin{equation}
 \frac{dE}{dt}=\nabla E\cdot\dot x=-\nabla E\cdot G^{-1}\nabla E\le 0, \label{eq:decrease}
\end{equation}
with equality at stationary points alone.

A solution started at $s$ stays there, since the force vanishes. A path therefore \emph{leaves} $s$ in the following sense: it is a nonconstant solution with $x(t)\to s$ as $t\to-\infty$. Solutions that differ by a shift of $t$ trace the same curve and count as one path. A path \emph{reaches} a minimum if it converges to it as $t\to+\infty$.

\textbf{Theorem.} Two steepest-descent paths leave a nondegenerate first-order saddle, for any constant metric $G$. Together they reach at most two minima.

\subsection{Removing the metric}

Define $y=G^{1/2}(x-s)$ and $V(y)=E(s+G^{-1/2}y)$. The chain rule gives $\nabla_yV=G^{-1/2}\nabla_xE$, so
\begin{equation}
 \dot y=G^{1/2}\dot x=-G^{-1/2}\nabla_xE=-\nabla_yV .
\end{equation}
The metric has disappeared from the equation. The Hessian at $y=0$ is now $K=G^{-1/2}HG^{-1/2}$, and its index must be compared with that of $H$.

The index of a symmetric matrix is the largest dimension of a subspace on which its quadratic form is negative. The span of the $k$ negative eigenvectors is such a subspace. Any subspace of dimension $k+1$ shares a nonzero vector with the $(n-k)$-dimensional span of the other eigenvectors, because the dimensions add to more than $n$, and there the form is not negative. Since
\begin{equation}
 v\cdot Kv=(G^{-1/2}v)\cdot H(G^{-1/2}v)
\end{equation}
and $G^{-1/2}$ is invertible, it maps negative subspaces of $K$ to negative subspaces of $H$ of the same dimension, and conversely. The index is unchanged. So is the absence of zero eigenvalues, because $\det K=\det H/\det G$.

The eigenvalues of $K$ can therefore be written $-\lambda<0$ and $\mu_j\ge\mu>0$. Choose axes along its eigenvectors and write $y=(u,w)$, with $u$ a number and $w$ a vector of $n-1$ components. Let $M$ be the diagonal matrix of the $\mu_j$. Then
\begin{equation}
 \dot u=\lambda u+f(u,w),\qquad \dot w=-Mw+g(u,w), \label{eq:uw}
\end{equation}
where $f$ and $g$ collect everything beyond the linear force.

\subsection{The purely quadratic landscape}

If $f=g=0$, the solutions are
\begin{equation}
 u=u_0e^{\lambda t},\qquad w_j=w_{j0}\,e^{-\mu_jt}. \label{eq:linear}
\end{equation}
As $t\to-\infty$, $u$ tends to zero but $w_j$ grows without limit unless $w_{j0}=0$. The paths that leave the saddle are thus the two halves of the $u$ axis. A general point near the saddle lies on a path that came from elsewhere, descended along the stable directions and then turned away.

The same solution shows how nearby descents approach these two paths. Start at distance $\delta$, with $u_0=\alpha\delta$ and $w_{j0}=\beta_j\delta$, where $\alpha>0$. The coordinate $u$ reaches a fixed value $R$ when $e^{\lambda T}=R/(\alpha\delta)$, and at that moment
\begin{equation}
 w_j(T)=\beta_j\delta\left(\frac{\alpha\delta}{R}\right)^{\mu_j/\lambda}
 \propto\delta^{\,1+\mu_j/\lambda}. \label{eq:spread}
\end{equation}
The smallest stable eigenvalue $\mu$ dominates as $\delta\to0$. At fixed $\alpha$, the spread about the leaving path vanishes faster than the starting distance.

\subsection{A bound on the anharmonic force}

The full force must now be treated. Consider the ball $|y|\le\rho$, and let $\varepsilon$ be the largest value in it of the matrix norm $\|\nabla\nabla V(y)-K\|$. Continuity of the second derivatives ensures that $\varepsilon\to0$ as $\rho\to0$.

Take two points $y_1,y_2$ in the ball and let $\Delta=y_1-y_2$. The straight line between them lies in the ball. Integrating the Hessian along it gives
\begin{equation}
 \begin{pmatrix}f\\ g\end{pmatrix}_{\!1}-\begin{pmatrix}f\\ g\end{pmatrix}_{\!2}
 =-\int_0^1\bigl[\nabla\nabla V(y_2+\theta\Delta)-K\bigr]\Delta\,d\theta .
\end{equation}
The norm of the right side is at most $\varepsilon|\Delta|$. Each part of the difference obeys the same bound:
\begin{equation}
 |f_1-f_2|\le\varepsilon|\Delta|,\qquad |g_1-g_2|\le\varepsilon|\Delta|. \label{eq:lip}
\end{equation}

\subsection{The cone inequality}

Let $y_1(t)$ and $y_2(t)$ be two solutions in the ball, with difference $\Delta=(a,b)$, where $a=u_1-u_2$ and $b=w_1-w_2$. Define
\begin{equation}
 Q=|b|^2-a^2,\qquad \kappa=\min(\lambda,\mu).
\end{equation}
The sign of $Q$ tells whether the solutions differ more in the stable or in the unstable direction. Subtracting two copies of \eqref{eq:uw} gives
\begin{align}
 \tfrac12\dot Q&=b\cdot\dot b-a\dot a\nonumber\\
 &=-b\cdot Mb+b\cdot(g_1-g_2)-\lambda a^2-a(f_1-f_2)\nonumber\\
 &\le-\kappa(a^2+|b|^2)+\varepsilon(|a|+|b|)\,|\Delta| .
\end{align}
Both quadratic terms are negative: the stable difference shrinks and the unstable one grows. Because $(|a|-|b|)^2\ge0$, we have $|a|+|b|\le\sqrt2\,|\Delta|$. Therefore
\begin{equation}
 \dot Q\le-2(\kappa-\sqrt2\,\varepsilon)|\Delta|^2. \label{eq:cone}
\end{equation}
Choose $\rho$ so small that $\varepsilon<\kappa/(2\sqrt2)$. Then $\sqrt2\,\varepsilon<\kappa/2$ and
\begin{equation}
 \dot Q\le-\kappa|\Delta|^2. \label{eq:cone2}
\end{equation}

\subsection{At most one path on each side}

Suppose that both solutions leave the saddle. For all sufficiently early $t$ they lie in the ball, and $Q\to0$ as $t\to-\infty$. If they differ at one time they differ at all times, because the force has continuous derivatives and solutions of \eqref{eq:uw} are unique. Then \eqref{eq:cone2} makes $Q$ strictly decreasing from the limit zero, so $Q<0$ and
\begin{equation}
 |b|<|a|. \label{eq:inside}
\end{equation}

First let the second solution be the constant one, $y_2=0$. Then \eqref{eq:inside} reads $|w|<|u|$. Hence $u$ cannot vanish, and by continuity it keeps its sign: every leaving path belongs to one side of the saddle. Moreover $|y|\le\sqrt2\,|u|$, and \eqref{eq:lip} with $f(0)=0$ gives $|f|\le\sqrt2\,\varepsilon|u|$. Thus
\begin{equation}
 u\dot u\ge(\lambda-\sqrt2\,\varepsilon)u^2\ge\tfrac12\kappa u^2, \label{eq:growth}
\end{equation}
so $|u|$ increases strictly from zero.

Now take two paths that leave on the side $u>0$. Choose a value $u_0>0$ that both pass while still in the ball. Each passes it once, since $u$ increases. Shift the time of each so that this happens at $t=0$. Then $a(0)=0$. If the solutions were different, \eqref{eq:inside} would require $|b(0)|<0$, which is impossible. They are the same path. The argument for $u<0$ is identical, and at most two paths leave $s$.

\subsection{A path on each side exists}

Set $u_0=\rho/2$ and start solutions at $y_k=(u_0/k,0)$ for $k=2,3,\ldots$. Compared with the constant solution, $Q=-u_0^2/k^2<0$ at the start, and $Q$ decreases. So $|w|<|u|$ persists, and \eqref{eq:growth} carries $u$ up to $u_0$ after some time $T_k$. Until then $|y|\le\sqrt2\,u_0<\rho$, so the solution has not left the ball.

The bound on $f$ also gives $\dot u\le(\lambda+\sqrt2\,\varepsilon)u$, and hence
\begin{equation}
 T_k\ge\frac{\ln k}{\lambda+\sqrt2\,\varepsilon}\to\infty .
\end{equation}
Shift time so that $u=u_0$ at $t=0$. Going backward from there, \eqref{eq:growth} gives
\begin{equation}
 |y_k(t)|\le\sqrt2\,u_0\,e^{\kappa t/2},\qquad -T_k\le t\le0 . \label{eq:backward}
\end{equation}
The points $y_k(0)$ lie in the closed bounded set $u=u_0$, $|w|\le u_0$, so a subsequence converges to some $y_*\ne0$. Solutions depend continuously on their starting points over any finite time. The solution through $y_*$ therefore obeys \eqref{eq:backward} for every $t\le0$, and it tends to the saddle as $t\to-\infty$. It is a leaving path. Starting at $(-u_0/k,0)$ gives the other one.

\subsection{Where the paths end}

A solution can converge to no more than one point. Two paths therefore reach at most two minima, which completes the theorem.

That each path does end somewhere follows from two further assumptions, which are sufficient but not necessary: the connected part of the set $E<E(s)$ that the path enters is bounded, and the stationary points in its closure are isolated. The whole set is unbounded for atomic positions in a periodic crystal, because of periodic images, and in an electric field even the connected part can be unbounded. By \eqref{eq:decrease} the path stays in this set, where $V$ has a lower bound and the speed an upper bound $S$. Since $\dot V=-|\nabla V|^2$, the integral of $|\nabla V|^2$ over all later times is finite. Boundedness supplies at least one limit point $z$, that is, a point approached at arbitrarily late times.

Every limit point is stationary. If instead $|\nabla V|\ge\gamma>0$ within a distance $r$ of $z$, then each late visit within $r/2$ of $z$ would last at least $r/(2S)$ longer inside that region and add at least $\gamma^2r/(2S)$ to the integral. Infinitely many such contributions would make it infinite.

The limit point is also unique. If there were two, a small sphere around one of them, free of stationary points and with the other outside, would be crossed infinitely often. The crossings would have a limit point on the sphere, which would have to be stationary. So the path converges to one stationary point.

That point need not be a minimum. It can be a second saddle of lower energy, and this is one reason for the words ``at most''. The number of leaving paths does not depend on $G$; the proof does not say that their end points are independent of $G$.

\section{Second half: three polar variants}

\subsection{Symbols and results carried over}

The energy is $E$, the metric of the descent is $G$, and the index of a stationary point is the number of negative Hessian eigenvalues. In metric-weighted displacements $y$ from a first-order saddle $s$, the Hessian has one eigenvalue $-\lambda$ and otherwise positive eigenvalues, the smallest being $\mu$. The first half showed that one steepest-descent path leaves $s$ on each side of the unstable direction, that each converges to at most one minimum, and that in the quadratic landscape descents started at distance $\delta$ leave with a spread proportional to $\delta^{1+\mu/\lambda}$.

\subsection{What threefold symmetry adds}

One first-order saddle supplies at most one link between two different minima. Joining three minima into a connected network by such links takes at least two of them, and therefore at least two nondegenerate first-order saddles.

Symmetry raises this number. Let $g$ be an operation that leaves $E$ and $G$ unchanged, carries the variants in the cycle $+x\to+y\to+z\to+x$, and satisfies $g^3=1$. Suppose that $g$ also leaves $s$ in place. In the coordinates $y$ it acts as an orthogonal matrix $R$ that commutes with the Hessian $K$. If $e$ is the unstable unit eigenvector,
\begin{equation}
 K(Re)=R(Ke)=-\lambda\,Re .
\end{equation}
The eigenvalue $-\lambda$ is not repeated, so $Re=\pm e$. From $R^3=1$ the sign satisfies $(\pm1)^3=1$, and it is $+1$. The operation thus maps each leaving path to a leaving path on the same side, which is the same path. It must leave the end point in place. But $g$ moves every one of the three variants, so none of them can be an end point.

A saddle that links two of the variants is therefore moved by $g$. Its images $s$, $gs$ and $g^2s$ are all different, since $gs=g^2s$ would imply $s=gs$. The linking saddles come in sets of three. This concerns the leaving paths alone. A first-order saddle left in place by $g$ can have a path that ends at a point of index 2 on the axis, and starts close to that saddle can then relax to three minima related by $g$; an example is given below. A twofold operation differs in this respect: it may act as $-1$ on the unstable direction and exchange the two ends.

We have shown that exactly two steepest-descent paths leave a nondegenerate first-order saddle and together reach at most two minima, and that saddles linking two of three variants related by threefold symmetry come in sets of three. It remains to examine these results in a model with six polar variants, to see how a degenerate saddle or a second saddle downstream can lead to three minima, and to estimate the role of temperature.
